# Absorbed flash-lamp flux from surface temperature: time step and noise amplification

A simulated silicon wafer is heated by a millisecond flash, and its surface temperature is read every 5 µs with a random error of 1 K per reading. At 0.4 ms the true absorbed flux is 7437 W/cm². Reconstruction from every sixteenth reading, a step of 80 µs, gives 7573 W/cm². Reconstruction from all the readings gives 8474 W/cm². Why do sixteen times as many data, each equally good, give a worse answer?

## From flux to temperature and back

Take a half-space $x>0$ with constant conductivity $k$ and heat capacity per volume $C$, uniform at $T_0$ until $t=0$. Let $u(x,t)$ be the temperature rise, $\theta(t)=u(0,t)$ its surface value, and $q(t)$ the net flux entering the surface:

$$C\,\partial_t u=k\,\partial_x^2u,\qquad q=-k\,\partial_xu\big|_{x=0}.$$

A Laplace transform in time, marked by a hat, turns the first equation into $Cs\hat u=k\,\partial_x^2\hat u$. The solution that decays into the solid is $\hat u=\hat\theta\,e^{-x\sqrt{sC/k}}$. The flux condition then gives

$$\hat q=k\sqrt{sC/k}\;\hat\theta=e\sqrt s\,\hat\theta,\qquad e=\sqrt{kC}.$$

The constant $e$ is the thermal effusivity. To return to time we need the function whose transform is $1/\sqrt s$. With $t=v^2$,

$$\int_0^\infty\frac{e^{-st}}{\sqrt t}\,dt=2\int_0^\infty e^{-sv^2}dv=\sqrt{\frac{\pi}{s}},$$

where $e^{-st}$ is the ordinary exponential. So $1/\sqrt s$ belongs to $1/\sqrt{\pi t}$. A product of transforms is a convolution in time, and $\hat\theta=\hat q/(e\sqrt s)$ becomes the Abel integral

$$\theta(t)=\frac1{e\sqrt\pi}\int_0^t\frac{q(s)}{\sqrt{t-s}}\,ds.$$

For the inverse, write $e\sqrt s\,\hat\theta=e\,(s\hat\theta)/\sqrt s$. Since $\theta(0)=0$, $s\hat\theta$ is the transform of $\theta'$, and

$$q(t)=\frac e{\sqrt\pi}\int_0^t\frac{\theta'(s)}{\sqrt{t-s}}\,ds.\tag{1}$$

The flux depends on the whole history of heating rates, with the recent ones weighted most.

## Four readings by hand

The example uses rough values for silicon near 1100 K: $k=0.30$ W/(cm K) and $C=2.20$ J/(cm³ K), so $e=0.8124$ W s$^{1/2}$/(cm² K). The wafer is preheated to 800 K and absorbs

$$q(t)=q_p\left(\frac t\tau\right)^2\exp\left[2\left(1-\frac t\tau\right)\right],\qquad q_p=14\ \text{kW/cm}^2,\quad\tau=1\ \text{ms}.$$

The Abel integral gives a peak temperature of 1413 K at about 1.8 ms. A finite-volume solution of the heat equation agrees with it to 0.04 K throughout the 4 ms record.

Suppose we have noiseless readings at 0.25, 0.50, 0.75 and 1.00 ms. The rises are 49.51, 184.51, 337.94 and 465.67 K. Join them by straight lines, starting from zero. The four increments are 49.51, 135.00, 153.43 and 127.73 K, and on each interval $\theta'$ is the increment divided by $\Delta=0.25$ ms. Only the kernel is left to integrate in (1). For an interval from $a$ to $b$,

$$\int_a^b\frac{ds}{\sqrt{t-s}}=2\left(\sqrt{t-a}-\sqrt{t-b}\right).$$

At $t=4\Delta$, each bracket is $\sqrt\Delta$ times a difference of roots: $\sqrt4-\sqrt3=0.2679$, $\sqrt3-\sqrt2=0.3178$, $\sqrt2-1=0.4142$ and $1$. The common factor is $2e/\sqrt{\pi\Delta}=57.98$ W/(cm² K). Hence

$$q_4=57.98\,(13.26+42.90+63.55+127.73)=14\,347\ \text{W/cm}^2.$$

The true value is 14 000 W/cm², so four readings give the peak flux 2.5% too high.

Now disturb the readings. An error of +1 K in the last one raises $q_4$ by 58 W/cm². The same error in the third reading raises one increment and lowers the next, so its factor is $0.4142-1=-0.5858$ and $q_4$ falls by 34 W/cm². For the second and first readings the factors are $-0.0964$ and $-0.0499$. If the errors are independent with standard deviation 1 K, the squares add:

$$57.98\sqrt{1+0.3431+0.0093+0.0025}=67\ \text{W/cm}^2.$$

The prefactor contains $1/\sqrt\Delta$, which is the source of the trouble. Physically, a constant flux $\delta q$ acting for a time $\Delta$ raises the surface by $2\,\delta q\sqrt{\Delta/\pi}/e$. The shorter the time, the larger the flux needed to produce 1 K, and so the larger the flux that a 1 K error imitates.

## The general formula and its noise

For readings $\theta_i=\theta(i\Delta)$ with $\theta_0=0$, the same integration gives

$$q_n=\frac{2e}{\sqrt{\pi\Delta}}\sum_{i=1}^n(\theta_i-\theta_{i-1})\left(\sqrt{n-i+1}-\sqrt{n-i}\right).\tag{2}$$

To follow the noise, collect the factor of each reading. The reading $\theta_{n-j}$ enters the increment $i=n-j$ with a plus sign and, for $j\ge1$, the increment $i=n-j+1$ with a minus sign. Its weight is therefore

$$w_0=1,\qquad w_j=\sqrt{j+1}-2\sqrt j+\sqrt{j-1}.$$

Formula (2) is linear, so reading errors add to the flux independently of the signal. For independent errors of standard deviation $\sigma$,

$$\sigma_q=\frac{2e\sigma G}{\sqrt{\pi\Delta}},\qquad G^2=\sum_{j\ge0}w_j^2.\tag{3}$$

Since $w_j$ is a second difference of $\sqrt j$, it approaches $-\tfrac14j^{-3/2}$ and the sum converges quickly. The result is $G^2=1.3575$, $G=1.165$; the four-reading sum above already gives 1.355.

There is an independent route to this number. With $z=e^{i\varphi}$, the frequency response is

$$\sum_jw_jz^j=\frac{(1-z)^2}{z}\sum_{j\ge1}\sqrt j\,z^j,$$

where the last sum, continued to $|z|=1$, is the polylogarithm $\mathrm{Li}_{-1/2}(z)$. By Parseval's theorem $G^2$ is the mean square modulus of this response over $\varphi$. Numerical integration gives the same 1.3574874 as the direct sum.

## The bias of straight lines

A longer step reduces noise but follows the curve less well. On an interval from $a$ to $b=a+\Delta$, the chord minus the true curve is, to leading order, $E(s)=\tfrac12\theta''(s-a)(b-s)$. Insert $E'$ into (1) and integrate by parts. The boundary terms vanish because $E=0$ at every reading and goes to zero linearly at $s=t$:

$$\delta q=-\frac e{2\sqrt\pi}\int_0^t\frac{E(s)}{(t-s)^{3/2}}\,ds.$$

Number the intervals backwards from $t$ by $m=0,1,\dots$ and put $t-s=(m+x)\Delta$. The powers of $\Delta$ are $2$ from $E$, $1$ from $ds$ and $-\tfrac32$ from the kernel. The terms fall as $m^{-3/2}$, so for small $\Delta$ the sum is dominated by times close to $t$, and $\theta''$ may be taken there:

$$\delta q=-K e\,\theta''(t)\,\Delta^{3/2},\qquad K=\frac1{4\sqrt\pi}\sum_{m\ge0}I_m,\quad I_m=\int_0^1\frac{x(1-x)}{(m+x)^{3/2}}dx.\tag{4}$$

With $y=m+x$ the integral is elementary:

$$I_m=\tfrac{16}3\left[(m+1)^{3/2}-m^{3/2}\right]-4\left[\sqrt{m+1}+\sqrt m\right].$$

Adding the first $M$ terms gives $\tfrac{16}3M^{3/2}-8\sum_{j=1}^M\sqrt j+4\sqrt M$. For large $M$ the Euler–Maclaurin formula gives $\sum_{j=1}^M\sqrt j=\tfrac23M^{3/2}+\tfrac12\sqrt M+\zeta(-\tfrac12)+O(M^{-1/2})$. The growing terms cancel, leaving $-8\zeta(-\tfrac12)$, and $K=-2\zeta(-\tfrac12)/\sqrt\pi=0.2346$.

The sign explains the hand result. Near the flux peak the temperature curve bends downwards, $\theta''<0$, so the reconstructed flux is too high. The size is only rough at so long a step: with $\theta''=-6.8\times10^8$ K/s² at 1 ms, (4) gives about 510 W/cm² against the actual 347.

For the pulse above and a 1 µs step, the computed bias departs from (4) by at most 5.9% of the largest bias that (4) predicts over the record.

Formula (4) needs a gentle start; here $q\propto t^2$, so $\theta\propto t^{5/2}$. If a constant flux $q_0$ is switched on suddenly, then $\theta_1=2q_0\sqrt{\Delta/\pi}/e$, and (2) returns

$$q_1=\frac{2e}{\sqrt{\pi\Delta}}\,\theta_1=\frac4\pi\,q_0.$$

The first value is 27% too high however short the step.

## Shrinking the step

The table holds the pulse, the 4 ms record and $\sigma=1$ K fixed. Bias and noise are rms values in W/cm², the noise being measured on 2000 synthetic error records. The last column is the predicted noise of the flux averaged over 0.4 ms.

| Step (µs) | Bias | Noise | Total | Noise of mean |
|---:|---:|---:|---:|---:|
| 200 | 254 | 75 | 265 | 41.9 |
| 80 | 68 | 119 | 137 | 29.8 |
| 20 | 9 | 239 | 239 | 17.2 |
| 5 | 1.2 | 478 | 478 | 9.6 |

From 200 to 5 µs the noise follows $\Delta^{-0.501}$, against the predicted exponent $-\tfrac12$. At 5 µs it is 3.4% of the peak flux. The opening error of 1037 W/cm² is thus a draw of 2.2 standard deviations: large, but not strange. At 1.2 ms the same 5 µs trace is off by only 175 W/cm².

The best step follows from the mean square error. Let $A=2e\sigma G/\sqrt\pi=1.068$ W s$^{1/2}$/cm². Let $B=Ke\,\theta''_{\rm rms}$, where $\theta''_{\rm rms}=5.68\times10^8$ K/s² over the record, so $B=1.08\times10^8$ W/(cm² s$^{3/2}$). Then

$$\varepsilon^2=\frac{A^2}\Delta+B^2\Delta^3,\qquad-\frac{A^2}{\Delta^2}+3B^2\Delta^2=0,\qquad\Delta_{\rm opt}=\left(\frac A{\sqrt3\,B}\right)^{1/2}=76\ \text{µs}.$$

A direct search with the actual bias finds 82 µs and an rms error of 137 W/cm², about 1% of the peak flux. The search prefers a longer step because at 80 µs the leading-order bias, $B\Delta^{3/2}=77$ W/cm², exceeds the actual 68. The effusivity cancels in $A/B$. For a given temperature curve, the best step depends on $\sigma/\theta''_{\rm rms}$ through its square root, so halving the noise shortens it by a factor of about $\sqrt2$.

## Two other kinds of error

So far $\sigma$ has been the same for every step. A detector with white noise that averages its signal over each step has $\sigma\propto\Delta^{-1/2}$, because a shorter average removes less noise. Formula (3) then gives $\sigma_q\propto1/\Delta$. Synthetic noise averaged over 10 and 80 µs confirms this, with an exponent of $-1.000$. Halving the step now doubles the flux noise. Each average must also be assigned to the middle of its step; if it is treated as a reading at the end, the recovered flux lags by about half a step.

A baseline error behaves differently. If every reading after $\theta_0$ is too high by $b$, only the first increment changes, and

$$\delta q_n=\frac{2eb}{\sqrt{\pi\Delta}}\left(\sqrt n-\sqrt{n-1}\right)\approx\frac{eb}{\sqrt{\pi t}},$$

since the root difference approaches $1/(2\sqrt n)$ and $n\Delta=t$. For $b=5$ K this is 72 W/cm² at 1 ms. The computed values are 73.4 for a 50 µs step and 72.6 for 5 µs: after many steps, this error no longer depends on the step.

## Fine sampling does not destroy information

The last column of the table falls while the pointwise noise rises. To see why, add $m$ successive flux values. The partial sums of the weights telescope to $S_j=\sqrt{j+1}-\sqrt j\approx1/(2\sqrt j)$. A reading $l$ steps before the end of the window enters the sum with weight $S_l$ if $l<m$, and $S_l-S_{l-m}$ if it is older. Let $V(m)$ be the sum of squares of these weights. Readings inside the window contribute $\tfrac14\ln m$, from $\sum1/(4l)$, plus a constant. Those up to about $m$ steps before it contribute the same logarithm with a smaller constant, and still older ones add a bounded amount. So $V(m)=\tfrac12\ln m+\text{const}$ for large $m$. Numerically $V(400)-V(50)=1.0394$, while $\tfrac12\ln8=1.0397$.

For a fixed window $W=m\Delta$ the mean flux has noise

$$\frac{2e\sigma}{\sqrt{\pi\Delta}}\,\frac{\sqrt{V(m)}}m=\frac{2e\sigma}{\sqrt\pi\,W}\sqrt{\Delta\,V(W/\Delta)}.$$

At fixed $\sigma$ this goes to zero with $\Delta$, provided the starting value $\theta_0$ is exact, as the table also assumes. If $\theta_0$ is a single reading with a 1 K error, it acts as the baseline error above, about 14 W/cm² at 1 ms and 7 W/cm² at 4 ms, and finer sampling of the flash does not remove it. Errors in neighbouring flux values have correlation $-0.38$, and values further apart have weaker negative correlations. Together these make the errors largely cancel in the mean. With the averaging detector the factor $\sqrt\Delta$ is lost, and the noise of the mean grows slowly, as $\sqrt V$. The price of averaging is time resolution: structure shorter than $W$ is smeared.

## What a real wafer changes

The example absorbs 25.5 J/cm² in 4 ms, a plausible regime for flash annealing of preheated silicon. The 1 K reading error is a chosen round value; the flux noise scales with it. Of the effects computed here for a 775 µm wafer, the neglect of temperature-dependent properties costs most. In a simulation with rough silicon trends, $k$ falls from 0.44 to 0.225 W/(cm K) between 800 and 1400 K while $C$ rises by about 7%. Formula (2) with constant $e$ then errs by up to 6.9% of the peak flux, several times the rms noise at the best step. Replacing $e\theta$ by $\int e(T)\,dT$ from $T_0$ to the surface temperature reduces this to 4.6%. That replacement is a heuristic, and the modest gain shows that it is no substitute for solving the nonlinear heat equation.

The other effects were sized separately, with constant properties. If the light is absorbed over a depth of 2 µm instead of at the surface, the largest error is 2.0% of the peak flux at a 20 µs step. This depth is an assumed value, and the error grows almost in proportion to it: about 5% at 5 µm and 9% at 10 µm, so from about 8 µm on it exceeds the error from temperature-dependent properties. With surface absorption and the same step, discretization alone gives an error of at most 0.2%. The back face of a 775 µm wafer is negligible within 4 ms, but in a 300 µm slab returning heat adds 9% of the peak flux to the inferred value at 4 ms. Formula (1) gives the net flux, so the extra thermal radiation must be added to obtain the absorbed flux. With an assumed emissivity of 0.7 it is about 14 W/cm² at peak temperature, or 0.1% of the peak flux. Lamp light reaching the pyrometer is not modelled. A calibration error that scales every temperature rise by one factor scales the flux by the same factor, and no choice of step removes it. The numerical output lists the values used here.

## Calculated quantities

```
k 0.30 W/(cm K), C 2.20 J/(cm3 K), T0 800 K
effusivity 0.8124 W s^0.5/(cm2 K)
diffusivity 0.1364 cm2/s
peak flux 14.0 kW/cm2 at 1.0 ms
absorbed fluence in 4 ms 25.51 J/cm2
peak temperature 1412.8 K at 1.76 ms
heat equation minus Abel integral, max 0.0359 K
bias constant K 0.234574; panel sum 0.234574
bias law misfit at 1 us 5.92 % of largest bias
G^2 sum 1.3574874, spectral 1.3574874; G 1.16511
neighbour noise correlation -0.3838
V(400)-V(50) 1.0394; half ln 8 1.0397
hand example, step 0.25 ms: rises (K) [ 49.51 184.51 337.94 465.67]
increments (K) [ 49.51 135.   153.43 127.73]
root differences [0.2679 0.3178 0.4142 1.    ]
prefactor 57.977 W/(cm2 K)
flux at 1 ms 14347.0 W/cm2, true 14000.0 W/cm2
sample noise 1.0 K; rms flux errors in W/cm2:
step(us) bias noiseMC noiseLaw total noise of 0.4 ms mean
 200    253.62     75.4     75.5    264.6    41.92
 100     93.95    106.7    106.8    142.2    32.45
  80     68.10    118.9    119.4    137.0    29.80
  50     34.47    150.9    151.0    154.8    24.82
  20      9.04    238.5    238.8    238.7    17.15
  10      3.26    337.7    337.7    337.8    12.86
   5      1.17    478.3    477.7    478.3     9.58
noise exponent, fixed sigma -0.501
noise exponent, step-averaging detector -1.000
rms second derivative of rise 5.676e+08 K/s2
A 1.0681 W s^0.5/cm2, B 1.0816e+08 W/(cm2 s^1.5)
best step: formula 75.5 us, scan 81.6 us
rms error at scanned best step 137.4 W/cm2
5 K baseline error at 1 ms: 73.40 (50 us), 72.56 (5 us),
  law 72.47 W/cm2
one noisy trace: t(ms), true, 80 us, 5 us (W/cm2)
0.4    7437.1    7572.8    8473.7
0.8   13366.7   13401.1   12510.8
1.2   13513.7   13548.1   13688.2
2.0    7578.8    7452.7    7136.0
3.2    1760.1    1658.3    1098.7
neglected effects, max flux error in % of peak flux (20 us step):
none (discretization only) 0.210
k(T), C(T) ignored 6.91
k(T), C(T) with integral of e(T) 4.62
peak temperature with k(T), C(T) 1438.2 K
k at 800, 1400 K [0.44  0.225] W/(cm K)
C at 800, 1400 K [2.121 2.279] J/(cm3 K)
absorption depth 2.0 um: 1.96
wafer 775 um, at 4 ms: 0.00018
slab 300 um, at 4 ms: simulated 8.97, images 8.97
extra radiation at peak T, emissivity 0.7: 14.2 W/cm2
```
